Antiresonant silicon layer of an ARROW slab waveguide

**Question**

An antiresonant reflecting optical waveguide (ARROW) is a planar stack. From top to bottom it consists of air, an oxide core of index n_c = 1.45 and thickness d_c = 4 µm, a silicon layer of index n₁ = 3.5 and thickness d, a second oxide layer of thickness d₂ = 2 µm, and a silicon substrate. The vacuum wavelength is λ = 1550 nm. All materials are lossless, the layers are laterally uniform, and the fundamental TE mode of the oxide core is considered unless stated otherwise.

(a) Relate the transverse wavenumbers in silicon and oxide. Find the power transmission of the silicon layer when oxide extends without limit on both sides.

(b) Approximate the core wavenumber by π/d_c. Derive the thicknesses at which the layer reflects most strongly and evaluate the smallest.

(c) At that thickness, a numerical solution for the mode of the full stack gives the effective index 1.438410 + 1.405×10⁻⁶ i. Find the loss in dB/cm, and account for its size with an analytical estimate.

(d) Does the least modal loss occur at a smaller or a larger thickness than in (b)? Estimate the difference and its importance.

(e) Discuss the roles of the second oxide layer and the polarization, and compare the model with real devices.

**Answer to (a)**

Let the field be E(x) exp(iβz − iωt), with x pointing towards the substrate and x = 0 at the core–silicon face. With k₀ = 2π/λ, the wave equation in each layer is

E″ + (k₀²n² − β²)E = 0.

Both E and E′ are continuous, because they give the tangential electric and magnetic fields. The same β applies in every layer, so

k_c² = k₀²n_c² − β²,

k₁² = k₀²n₁² − β² = k₀²(n₁² − n_c²) + k_c².

A core mode oscillates across the oxide, so k_c² is positive, apart from a small imaginary part due to leakage. Then k₁ is essentially real as well, and light can pass through the silicon. There is no total reflection on this side. Confinement relies on partial reflection at the interfaces, which interference between them can strengthen. The silicon layer also carries a TE mode of its own, with an effective index of about 2.38 at the thickness found in (b), but that is not the core mode studied here.

Treat k_c as real for now. Let the wave beyond the layer be t exp[ik_c(x − d)]. Matching value and slope at x = d gives, inside the silicon,

E = t {cos[k₁(x − d)] + i(k_c/k₁) sin[k₁(x − d)]}.

With θ = k₁d, the values at the core face are

E(0) = t [cos θ − i(k_c/k₁) sin θ],

E′(0) = t [k₁ sin θ + ik_c cos θ].

In the core, E = a exp(ik_c x) + b exp(−ik_c x). The incident amplitude is therefore

a = ½[E(0) + E′(0)/(ik_c)]
= t [cos θ − (i/2)(k_c/k₁ + k₁/k_c) sin θ].

The outer media are equal, so the power transmission is T = |t/a|². Replacing cos²θ by 1 − sin²θ gives

1/T = 1 + [¼(k_c/k₁ + k₁/k_c)² − 1] sin²θ
= 1 + [(k₁² − k_c²)/(2k₁k_c)]² sin²θ.

**Answer to (b)**

At fixed k_c, the layer is fully transparent when θ is a multiple of π: this is resonance. Transmission is least when sin²θ = 1, which is antiresonance:

k₁d = (2N + 1)π/2, N = 0, 1, 2, …

The approximation k_c ≈ π/d_c requires field nodes near both core faces. At antiresonance, the results of (a) give |E(0)/E′(0)| = k_c/k₁², about 0.005 µm, so the silicon side has a node very close to its face. On the air side the field decays as exp(γx), with γ² = β² − k₀². The effective index given in (c) yields 1/γ ≈ 0.24 µm. This is small compared with 4 µm, though not negligible for the loss.

Now k_c/(k₀n₁) = (π/d_c)λ/(2πn₁) = λ/(2n₁d_c). Hence

k₁ = (2πn₁/λ) √[1 − (n_c/n₁)² + (λ/(2n₁d_c))²],

d_N = (2N + 1)(λ/4n₁) / √[1 − (n_c/n₁)² + (λ/(2n₁d_c))²].

For N = 0, the numbers are

d₀ = 110.714 nm / √(1 − 0.171633 + 0.003064)
= 110.714 nm / √0.831432
= **121.4 nm**.

A direct numerical minimization of the layer's transmission, at the same fixed k_c, also gives 121.42 nm. The minimum transmission is 0.0146. The next antiresonance is at 364.3 nm, and the intervening resonance is at 242.8 nm.

Omitting the finite-core term changes d₀ only to 121.6 nm. The error in k_c ≈ π/d_c therefore has little effect on this thickness. The large index contrast is responsible: k₁ is 12.94 µm⁻¹, whereas k_c is 0.785 µm⁻¹. If the contrast vanished, k₁ would equal k_c and T would be 1 at every thickness, leaving no antiresonance.

**Answer to (c)**

The power varies as exp(−αz), where α = 2 Im β. With k₀ = 4.0537 µm⁻¹,

α = 2(4.0537)(1.405×10⁻⁶) µm⁻¹ = 1.139×10⁻⁵ µm⁻¹ = 0.1139 cm⁻¹.

Multiplication by 10/ln 10 = 4.343 gives **0.495 dB/cm**.

To relate this to the field, multiply the wave equation by E* and integrate from the air at −∞ to the substrate face. After integration by parts, the imaginary part is

Im(E*E′) at the substrate = Im(β²) ∫|E|²dx.

There E′ = ik_sE_s, and Im(β²) = α Re β. Thus

α = Re(k_s)|E_s|² / (Re β ∫|E|²dx).

This is leaked flux divided by guided power. The integral stops at the substrate face because a leaky field grows with depth in the substrate.

The estimate follows the field back from the substrate. Put φ = k_c d₂. At the outer face of the silicon layer, the field and slope are

E₁ = E_s[cos φ − i(k_s/k_c) sin φ],

E₁′ = E_s[k_c sin φ + ik_s cos φ].

Since k_s ≫ k_c and φ is near π/2, |E₁| ≈ (k_s/k_c)|E_s| sin φ. The slope E₁′ is small compared with k₁E₁, so E ≈ E₁ cos[k₁(d − x)] in the silicon, and its slope at the core face is k₁E₁ sin θ. A core field of amplitude A has slope Ak_c near its node, which gives |E₁| = Ak_c/(k₁ sin θ). Therefore

|E_s|² ≈ A²k_c⁴/(k₁²k_s² sin²θ sin²φ).

Define the effective core width w = π/k_c, the distance between the extrapolated nodes. To check the guided power, let ψ be the phase of the sine at the air face, where tan ψ = k_c/γ. The core and air tail together contribute

(A²/2k_c)[π − ψ + sin ψ cos ψ + tan ψ sin²ψ]
= (A²/2k_c)[π + tan ψ − ψ].

Here tan ψ ≈ 0.18, so tan ψ − ψ is negligible beside π and the integral is close to A²w/2. The other layers add little because |E₁|² is only about 0.003A². With k_s = k₁, since both are silicon, the leading estimate is

α ≈ 2k_c⁵/(πβk₁³ sin²θ sin²φ).

The mode has k_c = 0.7417 µm⁻¹ and β = 5.831 µm⁻¹. With k₁ = 12.93 µm⁻¹, sin²θ = 1 and sin²φ = 0.992, this gives 1.14×10⁻⁵ µm⁻¹, or about 0.50 dB/cm, in agreement with the mode solution.

**Answer to (d)**

The rule in (b) holds k_c fixed, but the mode's k_c changes with d. Set θ = π/2 + δ. From the silicon field in (c),

E(0)/E′(0) = cot θ/k₁ ≈ −δ/k₁.

Near the face, E ≈ E(0) + E′(0)x, so the node is at x = +δ/k₁. A thicker silicon layer moves it outward and widens the effective core:

w = w₀ + δ/k₁.

Because δ/k₁ is the change of thickness, dw/dd ≈ 1. The mode solution gives 0.998.

The loss varies as k_c⁵/sin²θ, or w⁻⁵/cos²δ. To the required order, with the slow changes of β, k₁ and φ neglected,

ln α = constant − 5δ/(k₁w₀) + δ².

Setting the derivative to zero gives δ = 5/(2k₁w₀). The least loss therefore lies at a **larger** thickness, by

Δd = δ/k₁ = 5/(2k₁²w₀) = 5/[2(167.3)(4.24)] µm ≈ 3.5 nm.

The computed shift is 3.4 nm, measured from the best thickness at fixed k_c for the complete cladding, 121.8 nm. That reference itself lies 0.4 nm above the rule, mainly because φ is not quite π/2. The real part of E₁′/E₁ is then −k_c cot φ, and the slope at the core face is proportional to k₁ sin θ − k_c cot φ cos θ. Its maximum is at δ ≈ k_c cot φ/k₁, a thickness change of k_c cot φ/k₁² ≈ 0.4 nm.

Near the first antiresonance, the least modal loss is consequently at 125.2 nm (the higher antiresonances have minima of almost the same depth). It is 0.493 dB/cm, and using the rule's thickness instead raises it by only 0.24 %. This is the expected quadratic penalty: (12.93 × 0.00378)² ≈ 0.0024. With the other parameters fixed, the loss stays below twice its minimum from 64 to 186 nm. The rule is thus a sound design value here, although it is not the exact loss minimum.

**Answer to (e)**

Suppose the second oxide extends without limit and d remains 121.4 nm. The field |E₁| at the outer silicon face then radiates directly, with flux k_c|E₁|². In the original stack the flux is k_s|E_s|² ≈ k_c²|E₁|²/(k_s sin²φ). The second oxide and substrate therefore reduce the leakage by a factor of about k_s sin²φ/k_c ≈ 17. The mode solutions agree: the loss is 8.57 dB/cm with unlimited oxide and 0.495 dB/cm with the original stack. This gain depends on the second oxide being near its own antiresonance, φ = k_c d₂ ≈ π/2, that is d₂ ≈ w/2 ≈ 2.1 µm. As φ approaches π the estimate fails and the benefit is lost: at d₂ = 4 µm the loss is about 11.5 dB/cm, higher than with unlimited oxide.

For TM polarization, H and H′/n² are continuous, so k/n² replaces k in the matching conditions while the phase θ is unchanged. At k_c = π/d_c the relevant ratio is

(k_c/n_c²)/(k₁/n₁²) = 0.374/1.056 = 0.354,

compared with k_c/k₁ = 0.061 for TE. For a ratio r, the antiresonant transmission is [2r/(1 + r²)]². It is therefore about 0.40 for TM instead of 0.015. In the full stack, at the same thickness, the TM loss is 108 dB/cm. This design guides TE light with low radiation loss but is unsuitable for TM.

The dimensions are in the rough range of silica-on-silicon ARROWs, with a core of a few micrometres and a silicon layer of about a tenth of a micrometre. Real silicon layers need not have the assumed index: a value lower by 0.02 moves the rule's thickness to 122.3 nm. They can also absorb. An assumed absorption of 1 cm⁻¹ in the layer adds only 0.001 dB/cm, because the layer holds only 9.5×10⁻⁵ of the integral of |E|²; the added modal loss is this fraction times the absorption (4.34 dB/cm) times n₁/n_eff ≈ 2.43. Real devices also have rough interfaces and finite lateral width. Losses from these are not included, so 0.495 dB/cm is the radiation loss of the ideal planar stack, not a prediction of a device's total loss. The numerical output lists the remaining values.

Values computed for the example and the checks

```
Wavelength: 1550 nm
Core thickness: 4.0 um
Second oxide thickness: 2.0 um
Indices oxide, silicon, air: 1.45, 3.5, 1.0
Vacuum wavenumber k0: 4.0537 1/um
Core wavenumber pi/d_core: 0.7854 1/um
Silicon transverse wavenumber: 12.9369 1/um
lam/(4 n_si): 110.714 nm
(n_ox/n_si)^2: 0.171633
(lam/(2 n_si d_core))^2: 0.003064
Bracket in the rule: 0.831432
First antiresonant thickness, rule: 121.42 nm
Same, direct minimization: 121.42 nm
Second antiresonant thickness: 364.26 nm
First resonant thickness: 242.84 nm
Layer transmission, antiresonant: 0.01463
Layer transmission, resonant: 1.00000
Mode effective index, real part: 1.438410
Mode effective index, imaginary part: 1.405e-06
Mode core wavenumber, real part: 0.7417 1/um
Ratio of it to pi/d_core: 0.9443
TE loss at rule thickness: 0.4945 dB/cm
Same from power balance: 0.4945 dB/cm
Thickness of least TE loss: 125.20 nm
Least TE loss: 0.4934 dB/cm
Excess loss at rule thickness: 0.237 %
Best thickness at fixed core wavenumber: 121.84 nm
Effective core width: 4.240 um
Change of core width per silicon thickness: 0.998
Upward shift of minimum, computed: 3.36 nm
Upward shift of minimum, estimate: 3.52 nm
Loss below twice minimum from: 64.2 nm
Loss below twice minimum up to: 186.3 nm
TM loss at rule thickness: 107.87 dB/cm
TE loss, unlimited outer oxide: 8.568 dB/cm
Rule with silicon index lower by 0.02: 122.26 nm
Rule without finite-core term: 121.64 nm
Fraction of |E|^2 integral in silicon layer: 9.468e-05
Assumed silicon absorption: 1.0 1/cm
Added loss, formula: 1.001e-03 dB/cm
Added loss, complex index: 1.000e-03 dB/cm
```
